**Stirling's leading form in a 64-atom liquid reference**

Replacing $\ln N!$ by $N\ln N-N$ lowers the free energy of an $N$-atom liquid by $e(N)\,kT$, and this moves the melting temperature from $T_m$ to $T_m s/(s+c)$. Here $c=e(N)/N$, and $s$ is the entropy of fusion per atom in units of $k$. The program asserts the bounds $\frac12\ln(2\pi N)<e(N)<\frac12\ln(2\pi N)+1/(12N)$ against explicit sums of logarithms for six cell sizes. Integrals for two atoms on a ring test that thermodynamic integration passes the error on unchanged, and that a crystal's site assignments cancel the factorial. The melting formula is compared with numerical roots of the Gibbs energy difference, including a case with unequal heat capacities. For 64 atoms, $T_m=1000$ K and $s=1.2$, the output shows a shift of $0.0469\,kT$ per atom and a melting temperature too low by 37.6 K. Hard rods on a ring test when the true factorial lies closer to the bulk free energy: for 64 rods, when the free fraction of the ring is below 0.223.

## Verification by program

```python
"""Result under test: replacing ln N! by N ln N - N in the ideal-gas reference
of an N-atom liquid lowers its free energy by e(N) kT, where
    0.5 ln(2 pi N) < e(N) < 0.5 ln(2 pi N) + 1/(12 N),
about 0.047 kT per atom at N = 64. With a correct solid free energy and an
entropy of fusion s (in k per atom), the melting temperature Tm becomes
    Tm * s / (s + c),   c = e(N)/N.
Hard rods on a ring show how the finite-cell free energy differs from bulk.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln


def log_factorial(n):
    """ln n! from its definition as a sum of logarithms."""
    return math.fsum(math.log(k) for k in range(1, n + 1))


def stirling_error(n):
    """ln n! minus its leading Stirling form."""
    return log_factorial(n) - (n * math.log(n) - n)


# Bounds on the Stirling error, against explicit sums
sizes = [16, 32, 64, 128, 256, 512]
for n in sizes:
    lower = 0.5 * math.log(2 * math.pi * n)
    assert lower < stirling_error(n) < lower + 1 / (12 * n)

n_atoms = 64
error_total = stirling_error(n_atoms)
c = error_total / n_atoms
assert abs(c - 0.047) < 0.0005

# Two identical atoms on a ring of length 1 with two wells, kT = 1.
# Repulsion keeps the atoms in different wells, as in a crystal.
grid = np.arange(240) / 240
x1, x2 = np.meshgrid(grid, grid, indexing="ij")
energy = (-6 * np.cos(4 * np.pi * x1) - 6 * np.cos(4 * np.pi * x2)
          + 12 * np.cos(np.pi * (x1 - x2)) ** 2)
weight = np.exp(-energy)
config_integral = weight.mean()
in_first_1 = np.cos(2 * np.pi * x1) > 0
in_first_2 = np.cos(2 * np.pi * x2) > 0
one_assignment = (weight * (in_first_1 & ~in_first_2)).mean()
crystal_ratio = config_integral / 2 / one_assignment
assert abs(crystal_ratio - 1) < 1e-4

# Thermodynamic integration from the ideal gas to the interacting pair
nodes, node_weights = np.polynomial.legendre.leggauss(40)
integration = 0.0
for node, node_weight in zip(nodes, node_weights):
    boltzmann = np.exp(-0.5 * (node + 1) * energy)
    mean_energy = (energy * boltzmann).sum() / boltzmann.sum()
    integration += 0.5 * node_weight * mean_energy
direct_free_energy = -math.log(config_integral / 2)
chain_exact = log_factorial(2) + integration
chain_leading = 2 * math.log(2) - 2 + integration
assert abs(chain_exact - direct_free_energy) < 1e-7
pair_error = direct_free_energy - chain_leading
assert abs(pair_error - (0.5 * math.log(4 * math.pi) + 1 / 24)) < 1e-3

# Melting temperature: formula against a root of the Gibbs energy difference
t_melt = 1000.0       # K, chosen
s_fusion = 1.2        # k per atom, chosen
delta_cp = 0.3        # k per atom, liquid minus solid, chosen


def false_melting(shift, cp_difference):
    """Root of g_liquid - g_solid when the liquid is lowered by shift*kT."""
    def gibbs_difference(t):
        true_part = quad(lambda u: s_fusion
                         + cp_difference * math.log(u / t_melt), t, t_melt)[0]
        return true_part - shift * t
    return brentq(gibbs_difference, 0.7 * t_melt, 1.1 * t_melt, xtol=1e-10)


def melting_formula(shift):
    return t_melt * s_fusion / (s_fusion + shift)


for n in sizes:
    shift_n = stirling_error(n) / n
    assert abs(false_melting(shift_n, 0.0) - melting_formula(shift_n)) < 1e-6
t_false = melting_formula(c)
t_false_cp = false_melting(c, delta_cp)
first_order = -t_melt * c / s_fusion
assert t_false < t_melt
assert abs(t_false_cp - t_false) < 0.5

# Hard rods on a ring: configuration integral for three rods by direct count
ring, rod = 1.0, 0.2
points = (np.arange(1500) + 0.5) / 1500
a, b = np.meshgrid(points, points, indexing="ij")


def ring_distance(d):
    d = np.abs(d)
    return np.minimum(d, ring - d)


allowed = ((ring_distance(a) >= rod) & (ring_distance(b) >= rod)
           & (ring_distance(a - b) >= rod))
rods_counted = ring * allowed.mean()
rods_formula = ring * (ring - 3 * rod) ** 2
assert abs(rods_counted - rods_formula) < 0.002


def rod_free_energy(n, packing):
    """Free energy per rod in kT; rod length = thermal wavelength = 1."""
    length = n / packing
    return (gammaln(n + 1) - math.log(length)
            - (n - 1) * math.log(length - n)) / n


packing = 0.9
for eta in (0.1, 0.5, packing):
    bulk = rod_free_energy(10**7, eta)
    finite_size = rod_free_energy(n_atoms, eta) - bulk
    predicted = (error_total + math.log(1 - eta)) / n_atoms
    assert abs(finite_size - predicted) < 3e-6
    # the exact factorial is nearer to bulk only for dense rods
    leading_size = finite_size - c
    dense = 1 - eta < math.exp(-error_total / 2)
    assert (abs(finite_size) < abs(leading_size)) == dense

# Energies of the worked example
hartree = const.physical_constants["Hartree energy"][0]
kt_hartree = const.k * t_melt / hartree
shift_hartree = c * kt_hartree
shift_mev = c * const.k * t_melt / const.e * 1000

print(f"Number of atoms N: {n_atoms}")
print(f"ln N!: {log_factorial(n_atoms):.4f}")
print(f"N ln N - N: {n_atoms * math.log(n_atoms) - n_atoms:.4f}")
print(f"Stirling error e(N), whole cell: {error_total:.4f} kT")
print(f"0.5 ln(2 pi N): {0.5 * math.log(2 * math.pi * n_atoms):.4f}")
print(f"1/(12 N): {1 / (12 * n_atoms):.4f}")
print(f"Error per atom c: {c:.4f} kT")
print(f"True melting temperature (chosen): {t_melt:.0f} K")
print(f"Entropy of fusion (chosen): {s_fusion:.1f} k per atom")
print(f"kT at melting: {1000 * kt_hartree:.4f} millihartree")
print(f"Heat of fusion: {1000 * s_fusion * kt_hartree:.3f} "
      "millihartree per atom")
print(f"Error per atom at melting: {1000 * shift_hartree:.4f} millihartree")
print(f"Error per atom at melting: {shift_mev:.2f} meV")
print(f"False melting temperature: {t_false:.1f} K")
print(f"Melting temperature error: {t_false - t_melt:.1f} K")
print(f"Relative error: {100 * (t_false / t_melt - 1):.2f} percent")
print(f"First-order estimate of error: {first_order:.1f} K")
print(f"Heat-capacity difference (chosen): {delta_cp:.1f} k per atom")
print(f"Error with heat-capacity difference: {t_false_cp - t_melt:.1f} K")
print("Table: N, error per atom (kT), melting temperature error (K)")
for n in sizes:
    shift_n = stirling_error(n) / n
    print(f"  {n:4d}  {shift_n:.4f}  {melting_formula(shift_n) - t_melt:.1f}")
print(f"Two atoms: free energy, direct: {direct_free_energy:.4f} kT")
print(f"Two atoms: integration part: {integration:.4f} kT")
print(f"Two atoms: reference ln 2! + integration: {chain_exact:.4f} kT")
print(f"Two atoms: leading form + integration: {chain_leading:.4f} kT")
print(f"Two atoms: error of leading form: {pair_error:.4f} kT")
print(f"Two wells: (integral/2!)/(one assignment): {crystal_ratio:.5f}")
print(f"Three rods (L=1, rod 0.2), counted integral: {rods_counted:.4f}")
print(f"Three rods, formula: {rods_formula:.4f}")
print(f"Hard-rod packing (chosen): {packing:.1f}")
print(f"64 rods minus bulk, exact ln N!: {finite_size:.4f} kT per atom")
print(f"64 rods minus bulk, leading form: {leading_size:.4f} kT per atom")
print("Free fraction below which exact ln N! is nearer bulk: "
      f"{math.exp(-error_total / 2):.3f}")
print("tests ok")
```

Running it gives:

```
Number of atoms N: 64
ln N!: 205.1682
N ln N - N: 202.1685
Stirling error e(N), whole cell: 2.9997 kT
0.5 ln(2 pi N): 2.9984
1/(12 N): 0.0013
Error per atom c: 0.0469 kT
True melting temperature (chosen): 1000 K
Entropy of fusion (chosen): 1.2 k per atom
kT at melting: 3.1668 millihartree
Heat of fusion: 3.800 millihartree per atom
Error per atom at melting: 0.1484 millihartree
Error per atom at melting: 4.04 meV
False melting temperature: 962.4 K
Melting temperature error: -37.6 K
Relative error: -3.76 percent
First-order estimate of error: -39.1 K
Heat-capacity difference (chosen): 0.3 k per atom
Error with heat-capacity difference: -37.8 K
Table: N, error per atom (kT), melting temperature error (K)
    16  0.1444  -107.4
    32  0.0830  -64.7
    64  0.0469  -37.6
   128  0.0261  -21.3
   256  0.0144  -11.9
   512  0.0079  -6.5
Two atoms: free energy, direct: -6.8148 kT
Two atoms: integration part: -7.5079 kT
Two atoms: reference ln 2! + integration: -6.8148 kT
Two atoms: leading form + integration: -8.1216 kT
Two atoms: error of leading form: 1.3069 kT
Two wells: (integral/2!)/(one assignment): 1.00001
Three rods (L=1, rod 0.2), counted integral: 0.1600
Three rods, formula: 0.1600
Hard-rod packing (chosen): 0.9
64 rods minus bulk, exact ln N!: 0.0109 kT per atom
64 rods minus bulk, leading form: -0.0360 kT per atom
Free fraction below which exact ln N! is nearer bulk: 0.223
tests ok
```
